\section*{Grain Size at the Crossover from Nucleation-Limited to Growth-Limited Switching}

\section{Problem}

A ferroelectric film is divided into grains. A field is applied at time $t=0$, opposite to the polarization, and each grain then switches by nucleation and growth. New domains appear at the areal rate $J=10^{21}\ \mathrm{m^{-2}\,s^{-1}}$, and their walls move at speed $v=1\ \mathrm{m/s}$.

(a) Find the grain size at which the mean waiting time for nucleation equals the time a wall needs to cross the grain from edge to edge.

(b) Decide which of the two times governs a grain of side 10 nm.

(c) Determine how sharply the behaviour changes at the size found in (a).

The following model is used.
\begin{itemize}
\item The grain is a square of side $d$ in the plane of the film. A disc is treated as a second case.
\item Nucleation events are independent of one another, and $J$ is constant in time and uniform over unswitched area.
\item A nucleus spans the film thickness, starts with negligible radius, and grows as a circle at constant speed $v$.
\item Grain boundaries stop the walls, so each grain switches on its own.
\end{itemize}

\section{First estimate by scaling}

Apart from $d$ itself, the model contains two dimensional quantities, $J$ and $v$. The size sought must therefore be a pure number times a length of the form $v^aJ^b$. Since $v$ has dimension length/time and $J$ has dimension $1/(\text{length}^2\,\text{time})$, the powers of length and time require
\begin{equation}
a-2b=1,\qquad -a-b=0 .
\end{equation}
The second condition gives $a=-b$. Inserted in the first, it gives $-3b=1$, so $b=-1/3$ and $a=1/3$. Hence
\begin{equation}
d\sim\left(\frac{v}{J}\right)^{1/3}
=\left(10^{-21}\ \mathrm{m^3}\right)^{1/3}=10^{-7}\ \mathrm{m}.
\end{equation}
The estimate is of order 100 nm. Scaling cannot supply the numerical coefficient, which depends on the grain shape and on the definitions of the two times. It also says nothing about what happens on either side of this size.

\section{Exact solution}

\subsection{Mean waiting time}

Divide the grain into cells of area $\alpha$ and time into steps $\delta t$. The probability of an event in one cell during one step is $p=J\alpha\,\delta t$, which is small. Up to time $t$ there are $(d^2/\alpha)(t/\delta t)$ independent trials, so the probability that no nucleus has appeared is
\begin{equation}
S(t)=(1-p)^{(d^2/\alpha)(t/\delta t)}\;\longrightarrow\;
\exp\!\left(-p\,\frac{d^2}{\alpha}\frac{t}{\delta t}\right)=e^{-Jd^2t},
\end{equation}
where $\ln(1-p)\to-p$ as $p\to0$. The probability density of the waiting time is $-dS/dt$. Integration by parts gives its mean,
\begin{equation}
\tau_{\rm n}=\int_0^\infty t\left(-\frac{dS}{dt}\right)dt
=\bigl[-tS\bigr]_0^\infty+\int_0^\infty S\,dt
=\int_0^\infty e^{-Jd^2t}\,dt=\frac{1}{Jd^2}.
\end{equation}
The boundary term vanishes because $S$ decays exponentially. A larger grain offers more sites and waits less.

\subsection{Equality of the two times}

A wall that starts at one edge reaches the opposite edge after $\tau_{\rm g}=d/v$. Setting $\tau_{\rm n}=\tau_{\rm g}$ and multiplying by $Jd^2v$ gives
\begin{equation}
\frac{1}{Jd^2}=\frac{d}{v}
\quad\Longrightarrow\quad v=Jd^3
\quad\Longrightarrow\quad
d_*=\left(\frac{v}{J}\right)^{1/3}.
\label{eq:dstar}
\end{equation}
There is one solution, because $\tau_{\rm n}$ falls with $d$ while $\tau_{\rm g}$ rises. The common time is
\begin{equation}
t_*=\frac{d_*}{v}=v^{1/3-1}J^{-1/3}=(Jv^2)^{-1/3}.
\end{equation}
With the given values,
\begin{equation}
d_*=100\ \mathrm{nm}=1.00\times10^{-7}\ \mathrm{m},\qquad
t_*=\frac{10^{-7}\ \mathrm{m}}{1\ \mathrm{m/s}}=100\ \mathrm{ns}.
\end{equation}
This answers (a).

For a disc of diameter $d$ the area is $\pi d^2/4$, and the crossing time is still $d/v$. The condition becomes $4/(\pi Jd^2)=d/v$, so
\begin{equation}
d_*^{\rm disc}=\left(\frac{4}{\pi}\frac{v}{J}\right)^{1/3}=108.4\ \mathrm{nm}.
\end{equation}
The disc has less area than the square of the same width, so it waits longer and must be wider to reach equality.

\subsection{The 10 nm grain}

The ratio of the two times for a square grain is
\begin{equation}
\frac{\tau_{\rm n}}{\tau_{\rm g}}=\frac{1}{Jd^2}\,\frac{v}{d}
=\left(\frac{d_*}{d}\right)^3 .
\end{equation}
For $d=10$ nm it equals $10^3$. Separately,
\begin{equation}
\tau_{\rm n}=\frac{1}{10^{21}\times10^{-16}}\ \mathrm{s}=10\ \mu\mathrm{s},
\qquad
\tau_{\rm g}=\frac{10^{-8}}{1}\ \mathrm{s}=10\ \mathrm{ns}.
\end{equation}
The answer to (b) is that nucleation governs this grain. It stays unswitched for 10 $\mu$s on average and then switches in about a thousandth of that time.

\subsection{Probability of switching from a single nucleus}

To answer (c), let the first nucleus form at $\mathbf r_0$, and restart the clock there. A point $\mathbf r$ of the grain remains available for a second nucleus until the wall arrives, that is, for a time $|\mathbf r-\mathbf r_0|/v$. The expected number of events in the region of space and time not yet swept by this first domain is
\begin{equation}
\mu(\mathbf r_0)=J\int_{\rm grain}\frac{|\mathbf r-\mathbf r_0|}{v}\,d^2r
=\frac{J}{v}\,d^3\,m(\mathbf r_0)
=\left(\frac{d}{d_*}\right)^3 m(\mathbf r_0),
\end{equation}
where $m(\mathbf r_0)$ is the mean distance from $\mathbf r_0$ to the points of the grain, in units of $d$. One factor $d^2$ comes from the area and one factor $d$ from the distance. Independent events obey Poisson statistics, so the chance that this region contains none is $e^{-\mu}$. The first nucleus is equally likely anywhere, because $J$ is uniform. Therefore
\begin{equation}
P_1=\left\langle \exp\!\left[-\left(\frac{d}{d_*}\right)^3
m(\mathbf r_0)\right]\right\rangle_{\mathbf r_0}.
\label{eq:p1}
\end{equation}

The average of $m$ over the square is $\langle m\rangle=0.5214$. For $d\ll d_*$ the exponential can be expanded to first order, $P_1\simeq1-0.5214\,(d/d_*)^3$. For the 10 nm grain this gives 0.9995. The mean number of nuclei $N$ is bounded by
\begin{equation}
N\le1+0.5214\left(\frac{d}{d_*}\right)^3,
\end{equation}
because a second or third domain can only reduce the area still open to nucleation.

Direct random simulation of nucleation and growth in square grains gives the following values, beside those of Eq.~(\ref{eq:p1}).
\begin{center}
\begin{tabular}{cccc}
$d/d_*$ & $P_1$, Eq.~(\ref{eq:p1}) & $P_1$, simulated & $N$, simulated\\
\hline
0.1 & 0.9995 & 0.9992 & 1.00\\
0.5 & 0.937 & 0.935 & 1.066\\
1.0 & 0.596 & 0.597 & 1.50\\
3.0 & 0.000 & 0.000 & 8.76
\end{tabular}
\end{center}
The entry 1.066 has a standard error of 0.002 and is consistent with the bound, which is 1.065 at that size. At the crossover, about 60\,\% of the grains still switch from one nucleus. At half that size the share is 94\,\%, and at three times that size it is negligible. By Eq.~(\ref{eq:p1}), $P_1$ falls from 0.9 at $d=0.59\,d_*$ to 0.1 at $d=1.66\,d_*$. The change is therefore gradual and occupies a factor of about 2.8 in $d$. It is not a threshold.

\subsection{The opposite limit: a film without blocking boundaries}

When $d\gg d_*$, most points lie far from any grain edge, and the film can be treated as unbounded. A given point is still unswitched at time $t$ if no nucleus has had time to reach it. A nucleus born at $t'$ reaches it by $t$ if it lies within the radius $v(t-t')$. The expected number of such events is
\begin{equation}
J\int_0^t\pi v^2(t-t')^2\,dt'=\frac{\pi}{3}Jv^2t^3 .
\end{equation}
Events counted here on area that has already switched do no harm: the region such an event could reach has already been reached by the domain that covers it. The unswitched fraction is therefore
\begin{equation}
u(t)=\exp\!\left(-\frac{\pi}{3}Jv^2t^3\right)
=\exp\!\left[-\frac{\pi}{3}\left(\frac{t}{t_*}\right)^3\right].
\label{eq:u}
\end{equation}

Real nuclei form at the rate $Ju(t)$ per area. With $c=\pi Jv^2/3$ and the substitution $s=ct^3$, one has $t=(s/c)^{1/3}$ and $dt=\tfrac13c^{-1/3}s^{-2/3}ds$. The final number of nuclei per area is
\begin{align}
n&=J\int_0^\infty e^{-ct^3}dt
=\frac{J}{3c^{1/3}}\int_0^\infty s^{-2/3}e^{-s}ds
=\frac{J}{c^{1/3}}\,\frac{\Gamma(1/3)}{3}\nonumber\\
&=\Gamma(4/3)\left(\frac{3}{\pi}\right)^{1/3}
\frac{J}{(Jv^2)^{1/3}}
=\frac{0.8794}{d_*^2}.
\end{align}
The last step uses $J/(Jv^2)^{1/3}=(J/v)^{2/3}=1/d_*^2$. Simulation in a periodic box of side $8d_*$ gives 0.8844 for the coefficient, which is 0.6\,\% above the formula and within the statistical error of about 0.7\,\%. The corresponding spacing is
\begin{equation}
n^{-1/2}=\frac{100\ \mathrm{nm}}{\sqrt{0.8794}}=106.6\ \mathrm{nm}.
\end{equation}
Thus $d_*$ has a second meaning. It is close to the spacing that nuclei choose for themselves when no boundary interferes. A grain well below this spacing usually switches from a single nucleus; at half of $d_*$ the table gives 94\,\%.

The table shows 8.76 nuclei at $d=3d_*$, whereas the unbounded film would have $9\times0.8794=7.91$ on the same area. The excess comes from the edges. A point near a blocking boundary can be reached from fewer places, so it stays unswitched longer and is open to nucleation for longer.

The two limits also differ in their time dependence. Half of the unbounded film has switched when the exponent in Eq.~(\ref{eq:u}) equals $\ln2$, which gives
\begin{equation}
t_{1/2}=\left(\frac{3\ln2}{\pi}\right)^{1/3}t_*\simeq 0.87\,t_*=87\ \mathrm{ns}.
\end{equation}
In a film of separate 10 nm grains the growth time is negligible, and the unswitched fraction is close to $e^{-t/\tau_{\rm n}}$. Its half time is $\tau_{\rm n}\ln2\simeq6.9\ \mu$s. With $J$ and $v$ held fixed, dividing the film into 10 nm grains slows switching by a factor of about 80, because every grain must now find its own nucleus.

\section{Comparison of the estimate with the solution}

Scaling gave the correct power law and left one coefficient open. The exact coefficient is 1 for the square and 1.084 for the disc. For compact shapes such as these it stays near 1, because geometry enters through a cube root: if the product of grain area and crossing distance is $g\,d^3$, the condition reads $g\,d^3=v/J$, and the coefficient is $g^{-1/3}$. Even a factor of 2 in $g$ moves the size by only 21 to 26\,\%.

The edge-to-edge time is itself a convention, since a nucleus usually starts somewhere inside the grain. The square is then full when the front reaches the farthest corner. If the nucleus lies at $(x,y)d$, the horizontal distance to that corner is $\xi d$ with $\xi=\max(x,1-x)$, which is uniform on $[\tfrac12,1]$ with density 2. The vertical distance $\eta d$ has the same distribution. The mean distance is
\begin{equation}
d\int_{1/2}^1\!\!\int_{1/2}^1 4\sqrt{\xi^2+\eta^2}\;d\xi\,d\eta=1.0704\,d .
\end{equation}
Using this distance in place of $d$ multiplies the crossover size by $1.0704^{-1/3}=0.978$ and gives 98 nm. For the square, the edge-to-edge convention is thus a good measure of the mean filling time from one nucleus. For the disc it is less close: the farthest point lies at $d/2+r_0$, with $r_0$ the distance of the nucleus from the centre, whose mean is $d/3$. The mean filling distance is then $5d/6$, and the crossover diameter moves from 108 to 115 nm.

\section{Bearing on hafnia films}

Polycrystalline doped hafnia films for memory capacitors are roughly 10 nm thick, with grains of roughly 10 nm. A 100 nm grain would be far from typical. Within this model, with the given $J$ and $v$, such films lie deep in the nucleation-limited regime. The values of $J$ and $v$ are round model parameters, and both depend strongly on field and temperature. The assumption of a single uniform $J$ is also open to doubt: defects, electrode interfaces and grain boundaries can favour nucleation, and the local field varies from grain to grain.

\paragraph{Temperature and field.} Let the given $J$ and $v$ hold at $T_0=300$ K and $E_0=2$ MV/cm. Assume activated laws with barriers inversely proportional to the field,
\begin{equation}
J=J_0e^{-b_{\rm N}s},\qquad v=v_0e^{-b_{\rm w}s},\qquad s=\frac{T_0E_0}{TE}.
\end{equation}
A rough attempt rate of $10^{13}\ \mathrm{s^{-1}}$, one site per $(0.5\ \mathrm{nm})^2$ and a wall step of 0.5 nm give $J_0=4\times10^{31}\ \mathrm{m^{-2}\,s^{-1}}$ and $v_0=5000$ m/s. Then $b_{\rm N}=\ln(J_0/J)=24.41$ and $b_{\rm w}=\ln(v_0/v)=8.52$, or barriers of about 0.63 and 0.22 eV. Since $d_*^3=v/J$,
\begin{equation}
\frac{d_*(s)}{d_*(1)}=\exp\!\left[\frac{(b_{\rm N}-b_{\rm w})(s-1)}{3}\right].
\end{equation}
At 85\,$^\circ$C and unchanged field, $s=300/358.15=0.838$ and the factor is 0.42, so $d_*$ falls to about 42 nm. At 300 K and a field 10\,\% lower, $s=1/0.9$ and the factor is 1.80, so $d_*$ rises to about 180 nm. In the second case $J$ falls to 0.066 of its value, and the wait of the 10 nm grain grows from 10 to about 150 $\mu$s. A modest spread of local fields therefore spreads the switching times widely, while the cube root moderates the change in $d_*$.

\paragraph{Anisotropic walls.} If the wall moves ten times more slowly along one side of the square, the edge-to-edge time in that direction sets the condition, and $d_*$ becomes $10^{-1/3}\times100=46$ nm. The measures that nearly coincide for isotropic walls now separate: at 46 nm about 72\,\% of the grains switch from one nucleus, the share of 60\,\% is reached near 54 nm, and the spacing $n^{-1/2}$ in an unbounded film falls only by $10^{-1/6}$, to 73 nm. Combined with the 85\,$^\circ$C case, the edge-to-edge condition gives about 20 nm, still above the 10 nm grain but no longer far above it.

\paragraph{Boundary nucleation.} If nuclei form along the grain edge at a rate $\lambda$ per length, the wait is $1/(4\lambda d)$. Equating it to $d/v$ gives $d=\sqrt{v/(4\lambda)}$. The cube-root law then no longer applies, and the given $J$ does not determine the answer.

\paragraph{Thickness and nucleus size.} Growth through a 10 nm film at the same speed takes 10 ns. This is 10\,\% of $t_*$, and 0.1\,\% of the wait in the 10 nm grain. A starting radius of about 1 nm is 1\,\% of the side at the crossover and 10\,\% of the side of the small grain, where growth hardly matters.

\paragraph{Circuit and breakdown.} Take a capacitor of $10\ \mu\mathrm m\times10\ \mu\mathrm m$ at 2 V, with relative permittivity 30, remanent polarization 20 $\mu$C/cm$^2$ and a series resistance of 50 $\Omega$. Its capacitance is 2.66 pF, and the dielectric charging time is 0.13 ns. The switching charge is $2P_{\rm r}A=4\times10^{-11}$ C. Delivered over 100 ns, it is a mean current of 0.4 mA, which drops 0.02 V across the resistor, or 1\,\% of the applied voltage. By the law above this raises $d_*$ by about 5.5\,\%; at the peak current of Eq.~(\ref{eq:u}), 0.48 mA, the rise is about 6.6\,\%. The field of 2 MV/cm is half of a rough breakdown field of 4 MV/cm. That margin concerns immediate breakdown and does not establish endurance under repeated cycling.

Among the effects sized here, temperature, field and wall anisotropy matter most: each moves the crossover by about a factor of two for the changes chosen above. For the field this holds only for a change of about 10\,\% and for a barrier proportional to $1/E$. The same law at 3 MV/cm gives $d_*=17$ nm at 300 K and about 10 nm at 85\,$^\circ$C, where the 10 nm grain is no longer nucleation-limited. If the nucleation barrier went as $1/E^2$, a field 10\,\% lower would give about 490 nm in place of 180 nm. The assignment of 10 nm grains to the nucleation-limited regime therefore belongs to the given $J$ and $v$, not to hafnia films at every operating field. The numerical output lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
nucleation rate J = 1.0e+21 m^-2 s^-1; wall speed v = 1.0 m/s
v/J = 1.00e-21 m^3
crossover side, square grain = 100.0 nm = 1.00e-07 m
crossover side, root search = 100.02 nm
common time at crossover = 100.0 ns = 1.00e-07 s
sum of wait and growth there = 200.0 ns
crossover diameter, disc grain = 108.4 nm
common time, disc grain = 108.4 ns
small grain side = 10.0 nm
  mean wait = 10.00 us
  growth time = 10.00 ns
  wait / growth = 1000.0
mean farthest-corner distance / side = 1.0704
  same from sampled nuclei = 1.0699
mean distance of two random points / side = 0.5214
side/d_star, P(single) formula, simulated, mean nuclei, std error
  0.1  0.9995  0.9992  1.001  0.000
  0.5  0.9370  0.9354  1.066  0.002
  1.0  0.5958  0.5968  1.496  0.005
  3.0  0.0000  0.0000  8.758  0.041
large film: nuclei per d_star^2, formula = 0.8794
large film: nuclei per d_star^2, simulated = 0.8844
large film: nucleus spacing = 106.6 nm
cell and wall step = 0.5 nm; attempts = 1e+13 s^-1
prefactors: J0 = 4.0e+31 m^-2 s^-1, v0 = 5000 m/s
exponents at 300 K: b_N = 24.41, b_w = 8.52
barriers: nucleation 0.631 eV, wall 0.220 eV
at 358.15 K: J x 52.6, v x 3.99
  crossover x 0.423 = 42.3 nm
field 10 % lower: J x 0.0664, v x 0.388
  crossover x 1.802 = 180.2 nm
wall 10 times slower: crossover x 0.464 = 46.4 nm
film thickness = 10.0 nm; growth through it at v = 10.0 ns
nucleus starting radius = 1.0 nm; share of side: 1.0 % at crossover, 10.0 % in small grain
field = 2.0 MV/cm; voltage = 2.0 V
rough breakdown field = 4.0 MV/cm; applied/breakdown = 0.50
capacitor side = 10 um; resistance = 50 ohm
relative permittivity = 30; remanent polarization = 20 uC/cm2
capacitance = 2.66 pF; RC time = 0.133 ns
time to supply switching charge = 1.00 ns
\end{verbatim}
